Open-Circuit Voltage of a Mixed-Conducting Oxide Scale, part 1

(Sections cited here and not found follow in the second part.)

## 1. From carrier currents to the voltage

**Q:** An oxide scale on a hot metal conducts electrons as well as ions. You claim that a voltmeter joined to the metal and to the outer face of the scale shows a voltage. Why do the electrons not short it out?

**A:** They lower it, by an amount that we can calculate. Take a flat scale of oxide M_aO_b between x = 0, where it touches the metal, and x = L, where it touches oxygen gas. The temperature T is uniform. Two leads of the same metal, at the same temperature, run to the voltmeter, which draws no current. I define

E = φ(outer lead) − φ(inner lead),

where φ is the electrostatic potential. A positive E means that the gas side is the positive terminal.

**Q:** Then E is the drop of electrostatic potential across the oxide, with some sign.

**A:** In general it is not. There are also potential steps at the contacts, and they need not cancel. The quantity that avoids this difficulty is the electrochemical potential per mole,

η_k = μ_k + z_k F φ,

where μ_k is the chemical potential of carrier k, z_k is its charge number and F is the Faraday constant. For electrons z_k = −1. At a contact that passes electrons freely, η_e is the same on both sides, whatever steps occur in μ_e and φ separately. Hence η_e in each lead equals η_e at the oxide face to which it is joined.

The two leads have the same composition and temperature, so μ_e is the same in both and cancels in the difference:

η_e(L) − η_e(0) = −F [φ(outer lead) − φ(inner lead)].

Therefore

E = −[η_e(L) − η_e(0)] / F.

The contact steps are included in this expression. What remains is to find how η_e varies through the scale.

**Q:** What fixes its variation?

**A:** The condition that no net current flows. For each carrier I take a linear transport law in which its own electrochemical potential gradient drives it. With c_k the concentration and B_k a positive mobility coefficient, the molar flux is

J_k = −B_k c_k dη_k/dx.

The electric current density is i_k = z_k F J_k. In a uniform material μ_k is constant, so dη_k/dx = z_k F dφ/dx and

i_k = −z_k² F² B_k c_k dφ/dx.

This is Ohm's law, which identifies the conductivity as σ_k = z_k² F² B_k c_k. Putting σ_k back into the general flux law gives

i_k = −(σ_k / z_k F) dη_k/dx.

Diffusion and drift are both contained in it. I have neglected cross coefficients, by which the force on one carrier would drag another. Their effect is estimated in the second half.

**Q:** The scale may contain holes too. Do they need a separate potential?

**A:** Not if electrons and holes are in local equilibrium. An electron and a hole can annihilate, which requires η_e + η_h = 0. For electrons, with z = −1,

i_n = (σ_n/F) dη_e/dx.

For holes, with z = +1 and η_h = −η_e,

i_p = −(σ_p/F) dη_h/dx = (σ_p/F) dη_e/dx.

The sum is

i_e = (σ_e/F) dη_e/dx, with σ_e = σ_n + σ_p.

**Q:** So far oxygen has not appeared. There may be no O2 molecules inside a dense oxide, so what would its chemical potential mean there?

**A:** It is the chemical potential of an oxygen gas that would be in equilibrium with the oxide at that point. It is a way of stating the local thermodynamic state and does not require molecules to be present. I count μ_O2 per mole of O2. Local equilibrium of

½O2 + 2e⁻ ⇌ O²⁻

means that the potentials on the two sides are equal:

η_O = ½μ_O2 + 2η_e.

For the metal, M ⇌ M^(z+) + z e⁻ gives μ_M = η_M + zη_e, or

η_M = μ_M − zη_e.

Here z is the cation charge number. Charge balance in M_aO_b requires az = 2b.

**Q:** You now have two chemical potentials, μ_M and μ_O2. Your result is supposed to contain one.

**A:** They are tied together by the Gibbs-Duhem relation. At constant temperature and pressure, for an oxide close to its stoichiometric composition and with a negligible contribution from dopants,

a dμ_M + b dμ_O = 0.

One mole of O2 contains two moles of oxygen atoms, so dμ_O = ½dμ_O2. It follows that

dμ_M = −(b/2a) dμ_O2.

Since az = 2b, we have b/a = z/2, and therefore

dμ_M = −(z/4) dμ_O2.

If only oxygen ions carry the ionic current, this step is not needed. It is needed to bring cations into the same formula.

**Q:** Cations and anions have opposite charges and move in opposite directions. I do not see how a single formula can hold for both.

**A:** Their electric currents have the same direction. Write

G = dμ_O2/dx, H = dη_e/dx.

For the anions z_k = −2, so

i_O = −(σ_O / (−2F)) (½G + 2H)
    = (σ_O/F) (¼G + H).

For the cations,

i_M = −(σ_M / zF) (dμ_M/dx − zH)
    = −(σ_M / zF) (−(z/4)G − zH)
    = (σ_M/F) (¼G + H).

The charge number z has cancelled. Both kinds of ion respond to the same combination, so with σ_ion = σ_M + σ_O,

i_ion = (σ_ion/F) (¼G + H).

The split between anions and cations affects where new oxide forms. At a given σ_ion it does not affect this current.

**Q:** No current in the voltmeter means no current at the terminals. Why should the current vanish inside the scale as well?

**A:** Because charge does not build up. In one dimension, conservation of charge makes the total current density independent of x when the charge density is steady. It is zero at the ends, so it is zero at each x. The separate ionic and electronic currents need not vanish. The condition is

i_ion + i_e = 0.

Multiplying by F and inserting both currents gives

σ_ion (¼G + H) + σ_e H = 0.

Collecting the terms in H,

(σ_ion + σ_e) H = −¼σ_ion G.

Define the ionic transference number as the ionic share of the conductivity,

t_ion = σ_ion / (σ_ion + σ_e).

Then

dη_e/dx = −¼ t_ion dμ_O2/dx.

**Q:** And the voltage follows by integration?

**A:** Yes. Using the expression for E,

E = −(1/F) ∫₀ᴸ (dη_e/dx) dx
  = (1/4F) ∫₀ᴸ t_ion (dμ_O2/dx) dx.

If t_ion is a single-valued function of μ_O2, the position can be removed as the integration variable:

E = (1/4F) ∫ t_ion dμ_O2, from μ₁ to μ₂.

Here μ₁ is the oxygen potential at the inner face and μ₂ that at the outer face. Since μ₂ > μ₁ during oxidation, E is positive. The 4 is the number of electrons needed to turn one O2 molecule into two O²⁻ ions.

**Q:** Test it on the two extremes before I accept the middle.

**A:** For a purely ionic conductor t_ion = 1, and

E_N = (μ₂ − μ₁)/4F.

For ideal oxygen gas μ_O2 = constant + RT ln p, where R is the gas constant and p the oxygen pressure, so

E_N = (RT/4F) ln(p₂/p₁).

This is the Nernst voltage. For a purely electronic conductor t_ion = 0 and E = 0: with no net current, nothing maintains a gradient of η_e. Between these limits 0 < t_ion < 1, and E lies between zero and E_N.

The ionic limit also shows why I distinguished E from the electrostatic drop. With t_ion = 1, no ionic current flows at open circuit, so η_O is uniform. If oxygen moves by vacancies of uniform concentration, their chemical potential is uniform too, and hence so is φ inside the oxide. The voltage nevertheless equals E_N. It comes from the variation of μ_e through the scale and appears in φ at the contacts.

**Q:** Your derivation uses electrochemical potentials throughout. Could you start from ordinary diffusion and an electric field, and still get the same answer?

**A:** Consider an oxide in which oxygen moves by vacancies of charge +2. Let v, n and h be the concentrations of vacancies, electrons and holes, with diffusion coefficients D_v, D_n and D_h. Put ψ = Fφ/RT and let a prime mean d/dx. For dilute, ideal carriers the fluxes are

J_v = −D_v (v′ + 2vψ′),
J_n = −D_n (n′ − nψ′),
J_h = −D_h (h′ + hψ′).

Zero current means 2J_v − J_n + J_h = 0. Solving for the field term,

ψ′ = (−2D_v v′ + D_n n′ − D_h h′)/S,
S = 4D_v v + D_n n + D_h h.

S is proportional to the total conductivity, and t_ion = 4D_v v/S. The electron potential is η_e/RT = constant + ln n − ψ, so the voltage gained per unit length, in units of RT/F, is ψ′ − n′/n. Put this over the denominator S:

ψ′ − n′/n = [−2D_v v′ + D_n n′ − D_h h′ − (4D_v v + D_n n + D_h h) n′/n]/S.

The D_n terms cancel. Local equilibrium makes nh constant, so h′ = −h n′/n, and the D_h terms cancel too. There remains

ψ′ − n′/n = (4D_v v/S) [−v′/(2v) − n′/n].

**Q:** The bracket must then be the oxygen potential in disguise.

**A:** It is. Filling a vacancy from the gas consumes two electrons, so p^(1/2) v n² is constant. Taking logarithms and differentiating gives

½(ln p)′ = −v′/v − 2n′/n,

and half of this is the bracket. Hence

ψ′ − n′/n = ¼ t_ion (ln p)′,

which is the earlier local law in units of RT/F. It has been reached from concentrations and an electric field, without assuming that v is uniform.

**Q:** You also changed the integration variable from x to μ_O2. Does the voltage really not depend on the shape of the profile?

**A:** Here is a numerical case, in dimensionless units. Take D_v = 1, D_n = 4, D_h = 2, nh = 0.01 and fixed acceptors of density A = 1. Charge neutrality gives v = (A + n − h)/2. Let n fall from 3 to 0.01/0.7, so that v falls from about 2.0 to 0.16. I chose two profiles, with ln n varying linearly in x or in x³ between the same ends. Integration of the field and the electron term gives 3.914761 RT/F for both. The separate integral of t_ion over oxygen potential also gives 3.914761 RT/F.

**Q:** What if the dopant is unevenly distributed?

**A:** Then t_ion depends on position as well as on μ_O2, and the last change of variable fails. With A = 1 + 32x(1 − x), for x from 0 to 1, and the same end states, the two profiles give 5.41 and 5.52 RT/F. The local law still holds in each case, but its integral must follow the actual profile. For a uniform material with fixed end potentials, by contrast, neither the thickness nor a steady profile is needed to find E.

## 2. An alumina scale, its growth and the limits of the model

**Q:** Remind me what we have, and then show me a case in which t_ion is not simply assumed.

**A:** The metal is at the inner face, labelled 1, and oxygen gas at the outer face, labelled 2. E is the potential of the outer lead minus that of the inner lead. The electron electrochemical potential is η_e, and G and H are the x-gradients of μ_O2 and η_e. The results needed from the first half are

i_ion = (σ_ion/F)(¼G + H),
i_e = (σ_e/F)H,
E = (1/4F) ∫ t_ion dμ_O2,

with t_ion = σ_ion/(σ_ion + σ_e). The Nernst voltage E_N is the value for t_ion = 1.

To model t_ion, let acceptor dopants fix the concentration v of doubly charged oxygen vacancies. Equilibrium with the gas keeps p^(1/2) v n² constant. At fixed v this gives n ∝ p^(−1/4), and constant nh gives h ∝ p^(1/4). If the mobilities are constant,

σ_n/σ_ion = (p/p_n)^(−1/4),
σ_p/σ_ion = (p/p_p)^(1/4).

At p_n the electron conductivity equals the ionic conductivity; at p_p the hole conductivity does. When p_n is far below p_p, the oxide is mainly ionic between them.

**Q:** Can the integral then be done by hand?

**A:** Yes. Define

u = (p/p_p)^(1/4), r = (p_n/p_p)^(1/4).

The two conductivity ratios become r/u and u, so

t_ion = 1/(1 + u + r/u) = u/(u² + u + r).

For an ideal gas dμ_O2 = RT d(ln p). Since ln p = constant + 4 ln u, this is 4RT du/u. The factors 4 and u cancel:

E = (RT/F) ∫ du/(u² + u + r), from u₁ to u₂.

For r < ¼, let s = √(1 − 4r), α = (1 − s)/2 and β = (1 + s)/2. Then α + β = 1 and αβ = r, so the denominator is (u + α)(u + β). Because β − α = s,

1/[(u + α)(u + β)] = (1/s)[1/(u + α) − 1/(u + β)].

Integration gives

E = (RT/Fs) {ln[(u₂ + α)/(u₂ + β)] − ln[(u₁ + α)/(u₁ + β)]}.

For r ≪ 1, s and β are close to 1 and α is close to r. To leading order,

E ≈ (RT/F) {ln[(u₂ + r)/(u₁ + r)] + ln[(1 + u₁)/(1 + u₂)]}.

**Q:** Put numbers in it.

**A:** Consider a 5 µm alumina scale on an aluminium-containing alloy at 1400 K. I take 0.2 bar of oxygen outside and 10⁻²⁸ bar at the metal, a rough value for an alloy in which the aluminium activity is well below one. The transport parameters are round model values: σ_ion = 10⁻⁸ S/cm, p_n = 10⁻²⁵ bar and p_p = 0.1 bar. They give

RT/F = 0.12064 V,
r = 10⁻⁶,
u₁ = 1.7783 × 10⁻⁷,
u₂ = 1.1892.

The Nernst voltage is

E_N = (0.12064 V/4) ln(0.2/10⁻²⁸) = 1.896 V.

In the two-logarithm formula the first logarithm is ln(1.1892/1.1778 × 10⁶) = 13.825. The second is −ln(2.1892) = −0.784. Thus

E ≈ 0.12064 V × (13.825 − 0.784) = 1.573 V,

or 1573 mV. The full closed form and direct quadrature both give 1.573375 V; the extra digits compare the calculations and say nothing about the accuracy of the material parameters.

**Q:** So the scale is 83 per cent ionic?

**A:** The ratio E/E_N is 0.83, but that is an average of t_ion over oxygen potential, not over thickness. At the inner face t_ion is 0.15, because electrons dominate. At the outer face it is 0.46, because the hole conductivity there is slightly larger than the ionic conductivity. Its largest value is at u = √r, where u + r/u is smallest. There p = 10⁻¹³ bar and t_ion = 0.998.

**Q:** A voltage at open circuit normally suggests that the reaction has stopped. Has the metal stopped oxidizing?

This part has derived the open-circuit voltage of a scale that conducts both ions and electrons, and found about 1.573 V for the model alumina scale. It remains to say whether the metal goes on oxidizing at open circuit, and to examine the limits of the model.
